# Fastest-growing wavelengths of a stressed surface: surface diffusion versus evaporation-condensation: test program

```python
"""
Stress-driven instability of a flat surface h = a cos(kx).
Result under test: with critical wavelength lambda_c = pi*gamma*E'/sigma^2,
the fastest-growing wavelength is 4/3 lambda_c for surface diffusion and
2 lambda_c for attachment-limited evaporation-condensation.
sigma: in-plane stress, gamma: surface energy, E' = E/(1-nu^2),
k: wavenumber, a: amplitude, Omega: atomic volume.
Mobilities Ms (surface diffusion) and Me (evaporation) multiply mu/Omega.
All internal quantities are SI unless a comment says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

# Rough typical values for a copper film on silicon
E, nu = 130e9, 0.34
E_si, nu_si = 165e9, 0.22
gamma, sigma = 1.7, 300e6
thickness, grain = 1e-6, 1e-6
T, omega = 373.0, 1.18e-29
mass = 63.5 * const.atomic_mass
D0_surface, Q_surface = 1e-5, 0.85       # m2/s, eV
D0_boundary, Q_boundary = 1e-5, 1.0      # m2/s, eV
boundary_width = 0.5e-9
p_ref, T_ref, Q_vapour = 1e-8, 1000.0, 3.4   # Torr, K, eV
E_soft, E_stiff = 67e9, 191e9            # Young's modulus along <100>, <111>
E_plane = E / (1 - nu**2)


def diffusivity(prefactor, barrier, temp):
    return prefactor * np.exp(-barrier * const.e / (const.k * temp))


def vapour_pressure(temp):
    """Vapour pressure in Pa, extrapolated from the reference point."""
    slope = Q_vapour * const.e / const.k
    return p_ref * const.torr * np.exp(-slope * (1 / temp - 1 / T_ref))


def mobilities(temp):
    kt = const.k * temp
    m_surf = diffusivity(D0_surface, Q_surface, temp) * omega**(4 / 3) / kt
    m_evap = (omega**2 * vapour_pressure(temp)
              / (kt * np.sqrt(2 * np.pi * mass * kt)))
    return m_surf, m_evap


# ---- Elastic field below the actual rippled surface (units sigma = k = 1)
def mode_fields(theta, y, n):
    """Stresses of the two decaying Airy modes of harmonic n."""
    e, c, s = np.exp(n * y), np.cos(n * theta), np.sin(n * theta)
    first = (e * c, -e * c, e * s)
    second = ((2 + n * y) * e * c, -n * y * e * c, (1 + n * y) * e * s)
    return first, second


def solve_ripple(ka, n_modes=5, n_points=32):
    """Mode coefficients that make the true surface traction-free."""
    theta = 2 * np.pi * np.arange(n_points) / n_points
    y, slope = ka * np.cos(theta), -ka * np.sin(theta)
    columns = []
    for n in range(1, n_modes + 1):
        for sxx, syy, sxy in mode_fields(theta, y, n):
            columns.append(np.concatenate([-slope * sxx + sxy,
                                           -slope * sxy + syy]))
    matrix = np.array(columns).T
    rhs = np.concatenate([slope, np.zeros(n_points)])
    coef = np.linalg.lstsq(matrix, rhs, rcond=None)[0]
    residual = np.max(np.abs(matrix @ coef - rhs))
    return theta, coef, residual


def total_stress(theta, y, coef):
    sxx, syy, sxy = 1.0 + 0 * y, 0 * y, 0 * y
    for n in range(1, len(coef) // 2 + 1):
        for j, field in enumerate(mode_fields(theta, y, n)):
            weight = coef[2 * (n - 1) + j]
            sxx = sxx + weight * field[0]
            syy = syy + weight * field[1]
            sxy = sxy + weight * field[2]
    return sxx, syy, sxy


def energy_density(sxx, syy, sxy, szz0):
    """Elastic energy density times E/sigma^2; added strain has ezz = 0."""
    szz = szz0 + nu * (sxx + syy - 1)
    return (0.5 * (sxx**2 + syy**2 + szz**2)
            - nu * (sxx * syy + syy * szz + szz * sxx)
            + (1 + nu) * sxy**2)


# Stress concentration at crest and trough
ka_small = 1e-3
theta, coef, residual = solve_ripple(ka_small)
assert residual < 1e-10
sxx, syy, sxy = total_stress(theta, ka_small * np.cos(theta), coef)
tangential = sxx + syy                   # normal stress is zero there
concentration = -2 * np.mean((tangential - 1) * np.cos(theta)) / ka_small
assert abs(concentration - 2) < 1e-4

# Elastic energy released, by integration through the volume
ka_energy = 0.02
theta, coef, residual = solve_ripple(ka_energy)
assert residual < 1e-9
nodes, weights = np.polynomial.laguerre.laggauss(30)
energy_ratio = []
for szz0 in (0.0, 1.0):                  # uniaxial and equibiaxial stress
    flat = energy_density(1.0, 0.0, 0.0, szz0)
    released = 0.0
    for depth, weight in zip(nodes, weights):
        fields = total_stress(theta, ka_energy * np.cos(theta) - depth, coef)
        excess = np.mean(energy_density(*fields, szz0) - flat)
        released += weight * np.exp(depth) * excess
    energy_ratio.append(released / (-(1 - nu**2) * ka_energy**2 / 2))
assert max(abs(r - 1) for r in energy_ratio) < 5e-3   # O((ka)^2) remainder


# ---- Growth rate from stress, curvature and transport on the true surface
def spectral_derivative(f):
    freq = np.fft.fftfreq(len(f), 1 / len(f))
    freq[len(f) // 2] = 0
    return np.real(np.fft.ifft(1j * freq * np.fft.fft(f)))


def numerical_rate(k, stress, law, mobility):
    amp = 1e-3 * gamma * E_plane / (2 * stress**2)
    th, cf, _ = solve_ripple(k * amp)
    fields = total_stress(th, k * amp * np.cos(th), cf)
    w = stress**2 / E * energy_density(*fields, 1.0)
    w_flat = stress**2 / E * energy_density(1.0, 0.0, 0.0, 1.0)
    stretch = np.sqrt(1 + (k * amp * np.sin(th))**2)
    curvature = amp * k**2 * np.cos(th) / stretch**3
    potential = w - w_flat + gamma * curvature
    if law == "surface":
        gradient = k / stretch * spectral_derivative(potential)
        velocity = mobility * k / stretch * spectral_derivative(gradient)
    else:
        velocity = -mobility * potential
    return 2 * np.mean(velocity * stretch * np.cos(th)) / amp


def maximum(rate, low=0.3, high=0.98):
    scale = abs(rate(0.6))
    found = minimize_scalar(lambda x: -rate(x) / scale, bounds=(low, high),
                            method="bounded", options={"xatol": 1e-7})
    return found.x, rate(found.x)


k_c = 2 * sigma**2 / (gamma * E_plane)
lambda_c = np.pi * gamma * E_plane / sigma**2
m_surf, m_evap = mobilities(T)
x_c = brentq(lambda x: numerical_rate(x * k_c, sigma, "evaporation", 1.0),
             0.3, 2.0)
assert abs(x_c - 1) < 1e-4
assert abs(2 * np.pi / (x_c * k_c) / lambda_c - 1) < 1e-4

x_s, rate_s = maximum(
    lambda x: numerical_rate(x * k_c, sigma, "surface", m_surf))
x_e, rate_e = maximum(
    lambda x: numerical_rate(x * k_c, sigma, "evaporation", m_evap))
ratio_s, ratio_e = x_c / x_s, x_c / x_e
assert abs(ratio_s - 4 / 3) < 1e-3
assert abs(ratio_e - 2) < 1e-3
rate_s_formula = 27 / 256 * m_surf * gamma * k_c**4
rate_e_formula = m_evap * gamma * k_c**2 / 4
assert abs(rate_s / rate_s_formula - 1) < 1e-3
assert abs(rate_e / rate_e_formula - 1) < 1e-3


# ---- Exchange limited by diffusion through a dense vapour
def vapour_flux(x, height=40.0, cells=4000):
    """Surface gradient of c'' = x^2 c, c(0)=1, c(height)=0; unit 1/k_c."""
    d = height / cells
    bands = np.ones((3, cells - 1))
    bands[1] = -2 - (x * d)**2
    rhs = np.zeros(cells - 1)
    rhs[0] = -1.0
    c = solve_banded((1, 1), bands, rhs)
    return (1 - c[0]) / d + x**2 * d / 2


x_v, _ = maximum(lambda x: vapour_flux(x) * numerical_rate(
    x * k_c, sigma, "evaporation", 1.0))
ratio_v = x_c / x_v
assert abs(ratio_v - 1.5) < 2e-3

# Both main channels open; share = Me/(Ms*k_c^2)
mixed = []
for share in (0.01, 0.1, 1.0, 10.0, 100.0):
    x_m, _ = maximum(lambda x: numerical_rate(
        x * k_c, sigma, "surface", 1 / k_c**2)
        + numerical_rate(x * k_c, sigma, "evaporation", share))
    mixed.append(x_c / x_m)
assert np.all(np.diff(mixed) > 0)
assert 4 / 3 < mixed[0] and mixed[-1] < 2


# ---- Finite film bonded to a substrate of different stiffness
def layer_mode(y, sign, kind, poisson, shear):
    """U, V, syy, sxy of a plane-strain mode, wavenumber 1."""
    e, c = np.exp(sign * y), 3 - 4 * poisson
    if kind == 1:
        u, v, du, dv = -sign * e, e, -e, sign * e
    else:
        u, v = (-sign * y - c) * e, y * e
        du, dv = (-sign - y - sign * c) * e, (1 + sign * y) * e
    lame = 2 * shear * poisson / (1 - 2 * poisson)
    return np.array([u, v, lame * u + (lame + 2 * shear) * dv,
                     shear * (du - v)])


def film_response(k, depth, e_sub, nu_sub):
    """-(surface strain amplitude)/(a*k*sigma); half-space value is 2/E'."""
    shear = E / (2 * (1 + nu))
    shear_sub = e_sub / (2 * (1 + nu_sub)) / shear
    matrix, rhs, top_u = np.zeros((6, 6)), np.zeros(6), np.zeros(6)
    column = 0
    for sign in (1, -1):
        for kind in (1, 2):
            top = layer_mode(0.0, sign, kind, nu, 1.0)
            matrix[:2, column] = top[2:]
            matrix[2:, column] = layer_mode(-k * depth, sign, kind, nu, 1.0)
            top_u[column] = top[0]
            column += 1
    for kind in (1, 2):
        matrix[2:, column] = -layer_mode(0.0, 1, kind, nu_sub, shear_sub)
        column += 1
    rhs[1] = -1.0
    return -(top_u @ np.linalg.solve(matrix, rhs)) / shear


same = film_response(0.75 * k_c, thickness, E, nu) * E_plane / 2
assert abs(same - 1) < 1e-9              # matched substrate: no thickness effect


def film_rate(x):
    k = x * k_c
    drive = sigma**2 * k * film_response(k, thickness, E_si, nu_si)
    return m_surf * k**2 * (drive - gamma * k**2)


x_film_c = brentq(film_rate, 0.3, 2.0)
x_film, rate_film = maximum(film_rate, 0.3, x_film_c)
lam_film_c = 2 * np.pi / (x_film_c * k_c)
lam_film = 2 * np.pi / (x_film * k_c)

# ---- Stress for a ten-year e-folding time, and other neglected effects
year = const.year
sigma_ten = sigma * (1 / (rate_s_formula * 10 * year))**(1 / 8)
k_c_ten = 2 * sigma_ten**2 / (gamma * E_plane)
_, rate_ten = maximum(
    lambda x: numerical_rate(x * k_c_ten, sigma_ten, "surface", m_surf))
assert abs(rate_ten * 10 * year - 1) < 2e-3

biaxial = E / (1 - nu)
D_b = diffusivity(D0_boundary, Q_boundary, T)
relax_time = (const.k * T * thickness**2 * grain
              / (biaxial * omega * boundary_width * D_b))
surface_stress_size = gamma * 0.75 * k_c / sigma
m_surf_hot, m_evap_hot = mobilities(1300.0)
cross = 2 * np.pi * np.sqrt(m_surf / m_evap)
cross_hot = 2 * np.pi * np.sqrt(m_surf_hot / m_evap_hot)
um = 1e6

print("INPUTS (rough, copper film on silicon)")
print(f"Young's modulus, Poisson ratio Cu: {E/1e9:.0f} GPa, {nu:.2f}")
print(f"Young's modulus, Poisson ratio Si: {E_si/1e9:.0f} GPa, {nu_si:.2f}")
print(f"surface energy: {gamma:.2f} J/m2")
print(f"film stress: {sigma/1e6:.0f} MPa")
print(f"thickness, grain size: {thickness*um:.1f} um, {grain*um:.1f} um")
print(f"temperature: {T:.0f} K")
print(f"atomic volume: {omega*1e27:.4f} nm3")
print(f"atomic mass: {mass/const.atomic_mass:.1f} u")
print(f"surface diffusion D0, barrier: {D0_surface*1e4:.1e} cm2/s, "
      f"{Q_surface:.2f} eV")
print(f"boundary diffusion D0, barrier: {D0_boundary*1e4:.1e} cm2/s, "
      f"{Q_boundary:.2f} eV")
print(f"boundary width: {boundary_width*1e9:.1f} nm")
print(f"vapour pressure at {T_ref:.0f} K: {p_ref:.1e} Torr")
print(f"heat of evaporation: {Q_vapour:.1f} eV")
print("TESTS OF THE THEORY")
print(f"stress concentration / (a k): {concentration:.5f}")
print(f"released energy, numerical/formula, uniaxial: {energy_ratio[0]:.5f}")
print(f"released energy, numerical/formula, biaxial: {energy_ratio[1]:.5f}")
print(f"critical wavenumber, numerical/formula: {x_c:.6f}")
print(f"lambda_max/lambda_c, surface diffusion: {ratio_s:.5f}")
print(f"lambda_max/lambda_c, evaporation-condensation: {ratio_e:.5f}")
print(f"lambda_max/lambda_c, vapour diffusion: {ratio_v:.4f}")
print(f"same ratio, both channels equal at k_c: {mixed[2]:.4f}")
print("COPPER FILM, HALF-SPACE THEORY")
print(f"plane-strain modulus E': {E_plane/1e9:.1f} GPa")
print(f"critical wavenumber: {k_c/um:.4f} 1/um")
print(f"critical wavelength: {lambda_c*um:.2f} um")
print(f"fastest wavelength, surface diffusion: {4/3*lambda_c*um:.2f} um")
print(f"fastest wavelength, evaporation: {2*lambda_c*um:.2f} um")
print(f"surface diffusivity: "
      f"{diffusivity(D0_surface, Q_surface, T)*1e4:.2e} cm2/s")
print(f"vapour pressure: {vapour_pressure(T)/const.torr:.1e} Torr")
print(f"e-folding time, surface diffusion: {1/rate_s_formula/year:.2e} years")
print(f"e-folding time, evaporation: {1/rate_e_formula/year:.1e} years")
print(f"stress for ten-year e-folding: {sigma_ten/1e6:.0f} MPa")
print(f"critical wavelength at that stress: {2*np.pi/k_c_ten*um:.3f} um")
print("NEGLECTED EFFECTS")
print(f"film on Si, critical wavelength: {lam_film_c*um:.2f} um")
print(f"film on Si, fastest by surface diffusion: {lam_film*um:.2f} um")
print(f"film on Si, ratio of the two: {lam_film/lam_film_c:.4f}")
print(f"film on Si, growth rate/half-space rate: "
      f"{rate_film/rate_s_formula:.3f}")
print(f"Young's modulus <100>, <111>: {E_soft/1e9:.0f}, "
      f"{E_stiff/1e9:.0f} GPa")
print(f"lambda_c scaled to these moduli: {lambda_c*E_soft/E*um:.1f}, "
      f"{lambda_c*E_stiff/E*um:.1f} um")
print(f"surface-stress size gamma k/sigma: {surface_stress_size:.1e}")
print(f"biaxial modulus: {biaxial/1e9:.0f} GPa")
print(f"boundary diffusivity: {D_b*1e4:.2e} cm2/s")
print(f"stress relaxation time, boundaries: {relax_time/year:.2g} years")
print(f"growth time/relaxation time: {1/rate_s_formula/relax_time:.1e}")
print(f"equal-channel wavelength at {T:.0f} K: {cross:.1e} m")
print(f"equal-channel wavelength at 1300 K: {cross_hot*um:.0f} um")
print("all tests passed")
```

Output:

```
INPUTS (rough, copper film on silicon)
Young's modulus, Poisson ratio Cu: 130 GPa, 0.34
Young's modulus, Poisson ratio Si: 165 GPa, 0.22
surface energy: 1.70 J/m2
film stress: 300 MPa
thickness, grain size: 1.0 um, 1.0 um
temperature: 373 K
atomic volume: 0.0118 nm3
atomic mass: 63.5 u
surface diffusion D0, barrier: 1.0e-01 cm2/s, 0.85 eV
boundary diffusion D0, barrier: 1.0e-01 cm2/s, 1.00 eV
boundary width: 0.5 nm
vapour pressure at 1000 K: 1.0e-08 Torr
heat of evaporation: 3.4 eV
TESTS OF THE THEORY
stress concentration / (a k): 2.00000
released energy, numerical/formula, uniaxial: 0.99970
released energy, numerical/formula, biaxial: 0.99970
critical wavenumber, numerical/formula: 0.999999
lambda_max/lambda_c, surface diffusion: 1.33333
lambda_max/lambda_c, evaporation-condensation: 2.00000
lambda_max/lambda_c, vapour diffusion: 1.5000
same ratio, both channels equal at k_c: 1.6506
COPPER FILM, HALF-SPACE THEORY
plane-strain modulus E': 147.0 GPa
critical wavenumber: 0.7203 1/um
critical wavelength: 8.72 um
fastest wavelength, surface diffusion: 11.63 um
fastest wavelength, evaporation: 17.45 um
surface diffusivity: 3.28e-13 cm2/s
vapour pressure: 1.6e-37 Torr
e-folding time, surface diffusion: 3.84e+04 years
e-folding time, evaporation: 1.5e+31 years
stress for ten-year e-folding: 842 MPa
critical wavelength at that stress: 1.108 um
NEGLECTED EFFECTS
film on Si, critical wavelength: 8.86 um
film on Si, fastest by surface diffusion: 11.77 um
film on Si, ratio of the two: 1.3282
film on Si, growth rate/half-space rate: 0.937
Young's modulus <100>, <111>: 67, 191 GPa
lambda_c scaled to these moduli: 4.5, 12.8 um
surface-stress size gamma k/sigma: 3.1e-03
biaxial modulus: 197 GPa
boundary diffusivity: 3.08e-15 cm2/s
stress relaxation time, boundaries: 0.46 years
growth time/relaxation time: 8.4e+04
equal-channel wavelength at 373 K: 2.6e+08 m
equal-channel wavelength at 1300 K: 187 um
all tests passed
```
